**Fischer's initial guess: energy-norm optimality and error against history length**

For a fixed symmetric positive definite matrix A and A-orthonormal vectors q_i spanning l earlier solutions, the guess x₀ = Σ q_i(q_iᵀb) minimizes the energy norm of the error for the new system A x = b. The program asserts this against a least-squares fit of the discrete electric field, for a Gaussian charge circling in a grounded box. It also asserts that the error does not rise with l, that it stays below the extrapolation error and the derivative bound h^l M_l (h is the phase step, M_l the largest energy norm of the l-th derivative of x), and that the small-step law holds within 2% at a quarter of the step for l = 1 to 4. Further assertions cover white-noise sources, a two-pattern source, a history of finite accuracy, and a two-by-two case in which the energy error falls while the residual grows. The output shows the relative error falling from 1 to 3.1·10⁻⁵ as l goes from 0 to 6. Over one turn of 64 solves, conjugate gradients need 2748 iterations from zero, 2606 from the previous solution and 1952 from Fischer's guess with restarts; the program asserts that the last total is below the second.

## Numerical verification

```python
"""Fischer's initial guess for a sequence A x(t) = b(t), A fixed and SPD.

Result under test: with A-orthonormal columns q_i spanning l old solutions,
x0 = sum_i q_i (q_i.b) minimizes ||x-x0||_A, and for smooth b(t)
||x-x0||_A <= ||D^l x||_A <= h^l max ||x^(l)||_A, D = backward difference.
For h -> 0 the error is h^l times the energy distance of x^(l) from the
span of the lower derivatives (when these are linearly independent).

Model, atomic units: Gaussian unit charge circling in a grounded cube.
A = G^T G, where G x is the scaled discrete electric field, so that
0.5 ||x||_A^2 is the field energy. Time is measured by the orbital phase.
"""
from math import comb
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import splu

box, n_inner, width, radius = 12.0, 15, 1.2, 1.5
n_phase, max_history, start_phase = 64, 6, 0.7
spacing = box / (n_inner + 1)
step = 2 * np.pi / n_phase

difference = sp.diags([np.ones(n_inner), -np.ones(n_inner)], [0, -1],
                      shape=(n_inner + 1, n_inner)) / spacing
one = sp.identity(n_inner)
G = sp.vstack([sp.kron(sp.kron(difference, one), one),
               sp.kron(sp.kron(one, difference), one),
               sp.kron(sp.kron(one, one), difference)]).tocsr()
G = G * np.sqrt(spacing**3 / (4 * np.pi))
A = (G.T @ G).tocsr()
direct = splu(A.tocsc())
axis = spacing * np.arange(1, n_inner + 1) - box / 2
gx, gy, gz = [g.ravel() for g in np.meshgrid(axis, axis, axis, indexing="ij")]


def source(phase):
    """Charge in each grid cell for one orbital phase."""
    d2 = ((gx - radius * np.cos(phase))**2
          + (gy - radius * np.sin(phase))**2 + gz**2)
    return (spacing**3 * np.exp(-d2 / (2 * width**2))
            / (2 * np.pi * width**2)**1.5)


def energy_norm(v, matrix=A):
    return np.sqrt(v @ (matrix @ v))


def orthonormalize(vectors, matrix=A):
    """A-orthonormal basis by Gram-Schmidt, two passes for each vector."""
    basis, images = [], []
    for column in vectors.T:
        v = column / energy_norm(column, matrix)
        for _ in range(2):
            for q, aq in zip(basis, images):
                v = v - q * (aq @ v)
        v = v / energy_norm(v, matrix)
        basis.append(v)
        images.append(matrix @ v)
    return np.array(basis).T


def fischer_guess(basis, b):
    return basis @ (basis.T @ b)


def field_distance(target, vectors):
    """Energy distance to a span, by least squares on the discrete field."""
    fields = G @ vectors
    fields = fields / np.linalg.norm(fields, axis=0)
    goal = G @ target
    coef = np.linalg.lstsq(fields, goal, rcond=None)[0]
    return np.linalg.norm(goal - fields @ coef)


def conjugate_gradient(b, guess, tol):
    x = guess.copy()
    r = b - A @ x
    p, rr, count = r.copy(), r @ r, 0
    limit = tol * np.linalg.norm(b)
    while np.sqrt(rr) > limit:
        ap = A @ p
        alpha = rr / (p @ ap)
        x = x + alpha * p
        r = r - alpha * ap
        new = r @ r
        p = r + (new / rr) * p
        rr, count = new, count + 1
        assert count < 1000
    assert np.linalg.norm(b - A @ x) <= 1.01 * limit
    return x, count


# One full revolution; column 0 is the target, columns -1, -2, ... its past.
B = np.array([source(start_phase + k * step) for k in range(n_phase)]).T
X = direct.solve(B)
x, b = X[:, 0], B[:, 0]
size = energy_norm(x)
past = np.array([X[:, -j] for j in range(1, max_history + 1)]).T
basis = orthonormalize(past)

# Derivatives in the phase from the Fourier series of the periodic motion.
mode = np.fft.fftfreq(n_phase, 1 / n_phase)
coefficients = np.fft.fft(X, axis=1) * (np.abs(mode) <= 20)
derivatives, max_derivative = [], []
for order in range(max_history + 1):
    d = np.fft.ifft(coefficients * (1j * mode)**order, axis=1).real
    derivatives.append(d[:, 0])
    max_derivative.append(max(energy_norm(v) for v in d.T))
derivatives = np.array(derivatives).T

print(f"box edge {box:.1f} bohr, grid spacing {spacing:.2f} bohr")
print(f"unknowns {A.shape[0]}, Gaussian width {width:.1f} bohr")
print(f"orbit radius {radius:.1f} bohr, start phase {start_phase:.1f} rad")
print(f"solves per turn {n_phase}, phase step h {step:.5f} rad")
print(f"field energy of the solution {0.5 * size**2:.6f} hartree")
print("errors below: energy norm relative to that of the solution")
print("l | projection | extrapolation | bound | CG iterations (tol 1e-8)")
errors, extrapolation = [], []
for l in range(max_history + 1):
    q = basis[:, :l]
    guess = fischer_guess(q, b)
    error = energy_norm(x - guess)
    backward = sum((-1)**j * comb(l, j) * X[:, -j] for j in range(l + 1))
    extra = energy_norm(backward)
    bound = step**l * max_derivative[l]
    if l:
        assert abs(error / field_distance(x, past[:, :l]) - 1) < 1e-5
        assert np.max(np.abs(q.T @ (A @ (x - guess)))) < 1e-11 * size
        assert error <= errors[-1] * (1 + 1e-10)
    pythagoras = size**2 - np.sum((q.T @ b)**2)
    assert abs(error**2 - pythagoras) < 1e-11 * size**2
    assert error <= extra * (1 + 1e-8)
    # The maximum derivative is sampled at 64 phases, hence the allowance.
    assert extra <= bound * (1 + 1e-3)
    errors.append(error)
    extrapolation.append(extra)
    iterations = conjugate_gradient(b, guess, 1e-8)[1]
    print(f"{l} | {error/size:.3e} | {extra/size:.3e} | "
          f"{bound/size:.3e} | {iterations}")
print(f"field energy of the error, l={max_history}: "
      f"{0.5 * errors[-1]**2:.3e} hartree")

# Leading small-step law, constant taken from spectral derivatives.
print("l | limit constant/size | error/(h^l constant) at h, h/4")
for l in range(1, 5):
    constant = field_distance(derivatives[:, l], derivatives[:, :l])
    fine = step / 4
    old = direct.solve(np.array([source(start_phase - j * fine)
                                 for j in range(1, l + 1)]).T)
    fine_error = energy_norm(x - fischer_guess(orthonormalize(old), b))
    coarse_ratio = errors[l] / (step**l * constant)
    fine_ratio = fine_error / (fine**l * constant)
    assert abs(fine_ratio - 1) < 0.02
    print(f"{l} | {constant/size:.4f} | {coarse_ratio:.4f}, {fine_ratio:.4f}")

# Limiting cases: white noise in time, and a two-dimensional source space.
rng = np.random.default_rng(4)
noise = rng.standard_normal((A.shape[0], max_history + 1))
noise_x = direct.solve(noise)
noise_basis = orthonormalize(noise_x[:, 1:])
noise_error = (energy_norm(noise_x[:, 0] - fischer_guess(noise_basis,
               noise[:, 0])) / energy_norm(noise_x[:, 0]))
assert noise_error > 0.95
print(f"white-noise sources, l={max_history}: relative error {noise_error:.4f}")
pair = noise[:, :2] @ np.array([np.cos(step * np.arange(3)),
                              np.sin(step * np.arange(3))])
pair_x = direct.solve(pair)
pair_errors = [energy_norm(pair_x[:, 2] - fischer_guess(
    orthonormalize(pair_x[:, 2 - l:2]), pair[:, 2]))
    / energy_norm(pair_x[:, 2]) for l in (1, 2)]
assert pair_errors[0] > 1e-3 and pair_errors[1] < 1e-10
print(f"two-mode source: relative error l=1 {pair_errors[0]:.3e}, "
      f"l=2 below 1e-10: {pair_errors[1] < 1e-10}")

# History known only to finite accuracy.
rough = np.array([conjugate_gradient(B[:, -j], 0 * b, 1e-3)[0]
                  for j in range(1, max_history + 1)]).T
epsilon = max(energy_norm(v) for v in (rough - past).T)
rough_basis = orthonormalize(rough)
print(f"inexact history (CG tol 1e-3): eps/size {epsilon/size:.3e}")
print("l | projection error/size | bound/size")
for l in range(1, max_history + 1):
    error = energy_norm(x - fischer_guess(rough_basis[:, :l], b))
    bound = min(extrapolation[m] + (2**m - 1) * epsilon for m in range(l + 1))
    assert error <= bound * (1 + 1e-8)
    print(f"{l} | {error/size:.3e} | {bound/size:.3e}")

# Energy error and residual norm can move in opposite directions.
small_A = np.diag([1.0, 100.0])
small_b = np.array([1.0, 0.0])
small_x = np.linalg.solve(small_A, small_b)
old_solution = np.array([[1.0], [0.1]])
small_guess = fischer_guess(orthonormalize(old_solution, small_A), small_b)
energy_before = energy_norm(small_x, small_A)
energy_after = energy_norm(small_x - small_guess, small_A)
residual_before = np.linalg.norm(small_b)
residual_after = np.linalg.norm(small_b - small_A @ small_guess)
assert energy_after < energy_before and residual_after > residual_before
print("2x2 case: A=diag(1,100), b=(1,0), old solution (1,0.1)")
print(f"  energy error {energy_before:.4f} -> {energy_after:.4f}")
print(f"  residual norm {residual_before:.4f} -> {residual_after:.4f}")


def revolution(strategy, tol=1e-6):
    """Total CG iterations for one turn, using only computed solutions."""
    solution, q_list, image_list, total = np.zeros_like(b), [], [], 0
    for rhs in B.T:
        guess = np.zeros_like(b)
        if strategy == "previous":
            guess = solution
        elif strategy == "fischer":
            for q in q_list:
                guess = guess + q * (q @ rhs)
        solution, count = conjugate_gradient(rhs, guess, tol)
        total += count
        if strategy == "fischer":
            new = solution - guess
            if len(q_list) == max_history:
                q_list, image_list, new = [], [], solution.copy()
            for _ in range(2):
                for q, aq in zip(q_list, image_list):
                    new = new - q * (aq @ new)
            image = A @ new
            length = np.sqrt(new @ image)
            if length > 1e-12 * energy_norm(solution):
                q_list.append(new / length)
                image_list.append(image / length)
    return total


totals = {name: revolution(name) for name in ("zero", "previous", "fischer")}
assert totals["fischer"] < totals["previous"]
print(f"one turn, {n_phase} solves, CG tol 1e-6, restart at l={max_history}:")
for name, total in totals.items():
    print(f"  {name} guess: {total} iterations, {total/n_phase:.2f} per solve")
print("OK")
```

Printed output:

```
box edge 12.0 bohr, grid spacing 0.75 bohr
unknowns 3375, Gaussian width 1.2 bohr
orbit radius 1.5 bohr, start phase 0.7 rad
solves per turn 64, phase step h 0.09817 rad
field energy of the solution 0.160765 hartree
errors below: energy norm relative to that of the solution
l | projection | extrapolation | bound | CG iterations (tol 1e-8)
0 | 1.000e+00 | 1.000e+00 | 1.000e+00 | 52
1 | 5.922e-02 | 5.924e-02 | 5.957e-02 | 49
2 | 8.470e-03 | 9.211e-03 | 9.257e-03 | 45
3 | 1.447e-03 | 2.029e-03 | 2.056e-03 | 43
4 | 3.573e-04 | 5.834e-04 | 5.958e-04 | 40
5 | 9.151e-05 | 2.027e-04 | 2.101e-04 | 37
6 | 3.107e-05 | 8.191e-05 | 8.663e-05 | 32
field energy of the error, l=6: 1.552e-10 hartree
l | limit constant/size | error/(h^l constant) at h, h/4
1 | 0.6039 | 0.9988, 1.0000
2 | 0.8855 | 0.9924, 0.9995
3 | 1.5572 | 0.9819, 0.9988
4 | 3.9763 | 0.9673, 0.9980
white-noise sources, l=6: relative error 0.9985
two-mode source: relative error l=1 9.885e-02, l=2 below 1e-10: True
inexact history (CG tol 1e-3): eps/size 3.400e-04
l | projection error/size | bound/size
1 | 5.924e-02 | 5.958e-02
2 | 8.368e-03 | 1.023e-02
3 | 1.436e-03 | 4.409e-03
4 | 4.662e-04 | 4.409e-03
5 | 3.362e-04 | 4.409e-03
6 | 3.301e-04 | 4.409e-03
2x2 case: A=diag(1,100), b=(1,0), old solution (1,0.1)
  energy error 1.0000 -> 0.7071
  residual norm 1.0000 -> 5.0249
one turn, 64 solves, CG tol 1e-6, restart at l=6:
  zero guess: 2748 iterations, 42.94 per solve
  previous guess: 2606 iterations, 40.72 per solve
  fischer guess: 1952 iterations, 30.50 per solve
OK
```
